How an image force and a uniform field lower an emission barrier

**Q:** An electron leaving a metal electrode for an insulating film has to climb from the metal's Fermi level to the film's conduction-band edge. For a given contact, that step seems fixed by the materials and their interface. How can a voltage across the film change its height?

**A:** The step is the height to be climbed if the electron ends up far from the metal with no field applied. Call it φ₀. On the way out the electron is still attracted by the charge it induces on the metal, so its energy approaches φ₀ gradually. A field that pushes it outward starts to lower its energy before the attraction has died away. The highest point of the path then lies below φ₀, and the task is to find by how much.

The model is as follows. The metal is a perfect conductor filling z < 0, with a smooth flat face. The dielectric fills z > 0 and has a uniform relative permittivity k. The electron has charge −e, with e > 0, and sits at z = x. All energies are potential energies counted from the Fermi level.

**Q:** Start with the attraction. You will put an image charge in the metal, but no charge is there.

**A:** The image is a device for finding the field in the dielectric. That field must have the electron as its only free source in z > 0, must vanish far away, and must have a constant potential on the face, which we take as zero. A charge +e at z = −x achieves this. At radius ρ from the normal through the electron,

φ(ρ,z) = [e/(4πε₀k)] [ −1/√(ρ² + (z−x)²) + 1/√(ρ² + (z+x)²) ].

At z = 0 the two terms cancel. Since the potential is fixed uniquely by its sources and boundary values, this is the solution for z > 0.

The real charge sits on the face. Write s = √(ρ² + x²). At z = 0 the z-derivative of each term in the bracket is −x/s³, so the outward field is

E_n = −∂φ/∂z = [e/(4πε₀k)] (2x/s³) = e x/(2πε₀k s³).

The field inside the metal is zero, so Gauss's law gives the total surface charge density, free plus bound:

σ = ε₀E_n = e x/(2πk s³).

It is positive and attracts the electron. Because σ already contains the bound charge at the interface, its force is computed with ε₀ alone. The bound charge gathered around the electron itself is spherically symmetric and exerts no net force on it.

**Q:** Then add up the pull of that surface charge.

**A:** A ring of radius ρ and width dρ carries charge σ 2πρ dρ at distance s from the electron. The sideways forces cancel around the ring, and the factor x/s selects the part along the normal:

F = ∫₀^∞ [e σ/(4πε₀s²)] (x/s) 2πρ dρ
  = [e²x²/(4πε₀k)] ∫₀^∞ ρ dρ/(ρ² + x²)³.

With u = ρ² + x² and ρ dρ = du/2, the integral becomes

½ ∫ from x² to ∞ of u⁻³ du = ½ · 1/(2x⁴) = 1/(4x⁴).

Therefore

F = e²/(16πε₀k x²).

This is Coulomb's law for charges −e and +e a distance 2x apart in the dielectric, as the image picture suggests.

**Q:** In that case the energy should be the electron's charge times the potential of the image, which is −e²/(8πε₀k x).

**A:** That would be right for a charge +e nailed down at −x. The image is not nailed down: when the electron is at distance s from the face, the image is at −s. The energy, set to zero far away, is minus the work needed to pull the electron out:

U_im(x) = −∫ from x to ∞ of e²/(16πε₀k s²) ds = −e²/(16πε₀k x).

For a fixed image, the separation during removal would be s + x instead of 2s. It would be smaller for all s > x, the pull would be stronger, and the work would come out twice as large. The moving image therefore accounts for the factor one half.

It is convenient to write

U_im = −A/x, with A = e²/(16πε₀k).

**Q:** Now add the applied field. Does it also receive a factor one half, since it too comes from charge on the metal?

**A:** No. Let E be the magnitude of the applied field inside the dielectric, directed toward the metal so that the force on the negative electron is outward. The electrodes are held at fixed voltages. The equations are linear, so the total potential is the sum of two solutions: one with the electrodes at their voltages and no electron, and one with the electron present and the electrodes grounded. The first gives a constant force eE, whatever the electron's position. The second gives the image force just found.

A constant outward force eE contributes −eEx, with no half. The total is

U(x) = φ₀ − A/x − eEx.

Here E is already the field in the dielectric, so it must not be divided by k again. For a film of thickness d between two electrodes of the same metal, with no trapped charge and a voltage V, it is E = V/d.

**Q:** One term rises with x and the other falls. Setting a derivative to zero would find a stationary point, but how do you know it is the highest point?

**A:** Completing the square settles both matters. For x > 0 and E > 0 both A/x and eEx are positive, and for any positive a and b

a + b = (√a − √b)² + 2√(ab).

With a = A/x and b = eEx, the product ab = AeE does not contain x. Hence

U(x) = φ₀ − 2√(AeE) − (√(A/x) − √(eEx))².

The last square is never negative, so U never exceeds φ₀ − 2√(AeE). It reaches this value where the square vanishes, A/x = eEx, which gives

x_m = √(A/(eE)) = √[e/(16πε₀kE)].

This is the global maximum for x > 0. The barrier lowering is

Δ = 2√(AeE) = √(4AeE) = √[4e³E/(16πε₀k)],

and so

Δ = √[e³E/(4πε₀k)].

Under the root stand e²/(4πε₀), in joule metres, and eE, in joules per metre. The root is therefore an energy in joules, and dividing it by e gives the number in electronvolts. At the top the image and the field each supply Δ/2.

**Q:** Show me that with numbers.

**A:** Take round model parameters, not those of a named material: k = 2.5, E = 1 MV/cm = 0.1 V/nm, φ₀ = 2 eV, and a film of thickness 100 nm, which needs 10 V. In these units e²/(4πε₀) = 1.440 eV nm and eE = 0.1 eV/nm. Then

A = 1.440/(4 × 2.5) = 0.144 eV nm,

x_m = √(0.144/0.1) = 1.20 nm,

Δ = 2√(0.144 × 0.1) = 0.240 eV = 3.85 × 10⁻²⁰ J.

The barrier falls from 2.00 eV to 1.76 eV. Each contribution at the top is −0.12 eV. At half the distance, 0.6 nm, the image part doubles to −0.24 eV and the field part halves to −0.06 eV, leaving U = 1.70 eV. At 2.4 nm the two parts exchange values and U is again 1.70 eV. The top does lie between them.

A numerical check avoids the closed formulas: it integrates the pull of the surface charge, finds where that pull balances eE, and integrates the work from there outward. It gives the same 1.20 nm and 0.240 eV. Had the half in the image energy been dropped, A would have been doubled and Δ raised by √2, to 0.339 eV.

**Q:** Your dielectric was infinitely thick when you found the image force. A film has a second electrode, with images of its own.

**A:** They can be summed. Put the second face at z = d. Each reflection in a face reverses the sign of the charge. Two successive reflections shift a charge by 2d and restore its sign. The images are therefore charges −e at x + 2nd for n = ±1, ±2, …, and charges +e at −x + 2nd for every integer n.

For the energy, imagine building up the electron's charge gradually with the electrodes grounded. The induced potential at its position grows in proportion to the charge, so the work is half the final charge times the final induced potential. For one electrode this reproduces −A/x.

The images of charge −e lie at distances 2|n|d. Those of charge +e lie at 2x for n = 0, and at 2(nd − x) and 2(nd + x) for the pairs with n ≥ 1. Using e²/(8πε₀k) = 2A,

U_film = 2A { Σ 1/(nd) − 1/(2x) − Σ ½[1/(nd−x) + 1/(nd+x)] },

where the sums run over n ≥ 1 and are combined term by term. Half the last bracket is nd/(n²d² − x²), and

nd/(n²d² − x²) − 1/(nd) = x²/[nd(n²d² − x²)].

So

U_film = −A/x − 2A Σ x²/[nd(n²d² − x²)].

For x ≪ d the summand is close to x²/(n³d³). With ζ(3) = Σ 1/n³ ≈ 1.20, the extra lowering at the barrier top is, to leading order,

δ = 2Aζ(3)x_m²/d³.

The small shift of the top itself does not enter at this order, because U is flat there. Since Δ = 2A/x_m, the relative correction is

δ/Δ = ζ(3)(x_m/d)³.

In the example x_m/d = 0.012, and δ = 5.0 × 10⁻⁷ eV, about two millionths of Δ. The explicit image sum agrees with this estimate. One electrode is enough here.

**Q:** But x_m grows without limit as E goes to zero. Your formula then says that the lowering vanishes, while the top has moved out of the film.

**A:** That is where the single-electrode result fails. Using E = V/d in x_m² = A/(eE) gives

(x_m/d)² = A/(eVd),

so the result needs eV ≫ A/d. Here A/d = 0.144/100 eV = 1.44 meV, and 10 V satisfies the condition amply.

At V = 0, with equal electrodes, U_film alone sets the barrier. It is symmetric about the middle of the film. It also curves downward throughout: −A/x does so, and each term of the sum contains x²/(n²d² − x²) = n²d²/(n²d² − x²) − 1, which curves upward and enters with a minus sign. The maximum is therefore at x = d/2. There each summand, multiplied by d, becomes

n/(n² − ¼) − 1/n = 1/(2n−1) + 1/(2n+1) − 1/n.

The sum of 1/(2n+1) over n ≥ 1 is that of 1/(2n−1) without its first term, 1. Combining the sums up to a large n and then taking the limit gives

2(1 − ½ + ⅓ − ¼ + …) − 1 = 2 ln 2 − 1.

Thus

U_film(d/2) = −2A/d − (2A/d)(2 ln 2 − 1) = −(4A/d) ln 2.

The zero-voltage lowering is 4 × 1.44 meV × 0.693 ≈ 4.0 meV in this film. It is small but not zero, because a film of finite thickness has no point infinitely far from both metals.

**Q:** And at the other end, can a strong enough field remove the barrier altogether?

**A:** The formula would allow Δ = φ₀, but in our example it cannot be trusted there. From Δ = 2A/x_m, that point would require

x_m = 2A/φ₀ = 2 × 0.144/2 nm = 0.144 nm.

This is less than a typical spacing between atoms, a few tenths of a nanometre. A smooth metal face and a uniform k have no clear meaning at such a distance. In this example the classical image model has failed before the predicted barrier reaches zero. A much lower φ₀ would put that point at a larger x_m, so each case has to be judged by its own distance. The requirement is that x_m stay well above atomic distances, and even the 1.2 nm of the example is only several spacings.

**Q:** Which k should I use? A dielectric responds differently to slow and fast changes.

**A:** In U(x), k enters through the image term alone once E is given. It should describe the polarization that has time to follow the electron as it crosses the region near x_m. If the ions of the dielectric respond too slowly, the suitable k is smaller than the static one, and the lowering is larger. A single number k is itself an approximation when part of the response only partly keeps up.

The choice matters. At 1 MV/cm, raising k from 2.5 to 4.0 reduces Δ from 0.240 eV to 0.190 eV and moves the top from 1.20 nm to 0.95 nm. A larger k weakens the image attraction, so the field overtakes it closer to the metal.

**Q:** A change of 0.05 eV on a barrier near 2 eV looks harmless. Why should it matter for leakage?

**A:** Because the current emitted over the barrier depends exponentially on its height. Let W be the part of an electron's energy associated with motion along the normal, including its potential energy and counted from the Fermi level. For free electrons in the metal, the arrival rate per unit W is found by summing the Fermi occupation over the transverse energy ε, whose density of states is constant:

∫₀^∞ dε/[1 + exp((W+ε)/k_BT)] = k_BT ln[1 + exp(−W/k_BT)].

Suppose every electron with W above the barrier top B escapes and every other one is turned back. At fixed temperature the current density is then

J ∝ ∫ from B to ∞ of ln[1 + exp(−W/k_BT)] dW.

When B is many k_BT, the exponential is small and ln(1 + y) ≈ y. The integral becomes k_BT exp(−B/k_BT). Replacing B = φ₀ by B = φ₀ − Δ multiplies the current by

J(E)/J(no lowering) = exp(Δ/k_BT).

At 300 K, k_BT = 0.02585 eV, and the factor is exp(0.240/0.02585) ≈ 1.1 × 10⁴. With k = 4.0 it is about 1.5 × 10³, seven times smaller. Direct integration of the logarithm confirms the exponential factor for these cases. These are ratios only. With a 2 eV barrier at 300 K the current itself stays tiny: the free-electron supply gives about 3 × 10⁻²³ A/cm² at 1 MV/cm, less than one electron per square centimetre per hour. Emission over the top becomes a measurable leakage only for lower barriers or higher temperatures. At 300 K a lower barrier has the same factor, as long as B remains many k_BT.

**Q:** What would I see if I varied the field?

**A:** Since Δ ∝ √E, this model gives a straight line when ln J is plotted against √E at fixed temperature, with slope

√[e³/(4πε₀k)]/(k_BT).

For k = 2.5, going from 0.25 to 1 MV/cm doubles Δ from 0.120 to 0.240 eV. The emission factor is therefore squared, from about 104 to 1.1 × 10⁴. At 2 MV/cm, Δ is 0.339 eV and the factor 5.0 × 10⁵, while x_m has shrunk to 0.85 nm. The numerical output lists these cases. The line also ends at low voltage. The far electrode emits back over the same barrier top, and for equal electrodes the net current carries a factor 1 − exp(−eV/k_BT). The line therefore needs eV ≫ k_BT, which in this film is stricter than eV ≫ A/d.

These factors count only electrons that pass over the top. A higher field also makes the barrier thinner, and tunnelling just below the top then adds to the current. Near x_m the barrier is an inverted parabola with curvature −2A/x_m³. For an electron of mass m, the chance of tunnelling at an energy B − W below the top falls roughly as exp[−2π(B−W)/ħω], with ω = √[2A/(m x_m³)], while the supply of electrons grows as exp[(B−W)/k_BT]. Tunnelling is a small correction only if ħω ≪ 2πk_BT, which is 0.16 eV at 300 K. With the free-electron mass, ħω is 0.04 eV at 0.25 MV/cm, 0.11 eV at 1 MV/cm and 0.19 eV at 2 MV/cm. At room temperature tunnelling therefore confines the straight line to low fields. Even there, reflection of electrons above the barrier can alter the slope if it changes with field. At 1 MV/cm tunnelling already matters, and at 2 MV/cm it dominates. A smaller electron mass brings it in at lower fields.

**Q:** So a measured straight line would prove that the electrode limits the leakage?

**A:** No. The derivation shows that this mechanism gives such a line, not that other mechanisms cannot. It also leaves out tunnelling through the barrier, reflection above it, and the scattering or trapping of electrons in the film. Trapped charge would make E vary with position, and the field near the emitting electrode can then differ from V/d. Where emission over the top dominates and reflection changes little with field, a fitted slope can at least be tested for consistency: it implies a value of k, which should be reasonable for the fast response of the dielectric. Tunnelling that grows with field steepens the plot, which by itself makes the implied k too small. The factor exp(Δ/k_BT) describes how the field changes emission over the barrier; the full leakage current also depends on what happens to the electrons afterwards.

Numbers as computed

```
INPUTS (round model parameters)
relative permittivity k = 2.5
field = 1.00 MV/cm = 0.100 V/nm
zero-field barrier = 2.00 eV
film thickness = 100 nm
voltage across film = 10.0 V
temperature = 300 K
RESULTS
e^2/(4 pi eps0) = 1.43996 eV nm
A = e^2/(16 pi eps0 k) = 0.14400 eV nm
distance of barrier top = 1.2000 nm
image part at top = -0.1200 eV
field part at top = -0.1200 eV
lowering, formula = 0.24000 eV = 3.8452e-20 J
lowering, surface-charge road = 0.24000 eV
top distance, surface-charge road = 1.2000 nm
lowered barrier = 1.7600 eV
lowering if half were omitted = 0.3394 eV
extra lowering, far electrode, image sum = 4.986e-07 eV
extra lowering, far electrode, formula = 4.985e-07 eV
thermal energy k_B T = 0.02585 eV
emission factor exp(lowering/k_B T) = 1.076e+04
PROFILE: x (nm), image, field, total energy (eV)
0.600  -0.2400  -0.0600  1.7000
1.200  -0.1200  -0.1200  1.7600
2.400  -0.0600  -0.2400  1.7000
TABLE: field (MV/cm), k, x_top (nm), lowering (eV), factor
0.25  2.5  2.400  0.1200  1.037e+02
0.50  2.5  1.697  0.1697  7.094e+02
1.00  2.5  1.200  0.2400  1.076e+04
2.00  2.5  0.849  0.3394  5.033e+05
1.00  4.0  0.949  0.1897  1.540e+03
```
